\section*{Two-flexural-phonon resistivity of unstrained suspended graphene: the logarithm and its cutoff, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Part I. Thermal ripples and the strain they produce}

\subsection*{1. Two parallel ripples}

Take a sheet whose height varies along $x$ alone, as the sum of two ripples, $h(x)=a\cos qx+b\cos px$. A slope $h'$ lengthens a line element by the relative amount $\tfrac12h'^2$. The part of this stretching that contains both ripples is
\begin{equation}
abqp\,\sin qx\,\sin px=\tfrac12abqp\,[\cos(q-p)x-\cos(q+p)x].
\end{equation}
Two ripples therefore act together on an electron, and the wavenumber $Q=q+p$ appears with amplitude $-\tfrac12abqp$. Bending energy grows as $q^4$, so thermal motion gives $\langle a^2\rangle\propto T/q^4$ and likewise for $b$. The mean square strain at $Q$ is then proportional to $T^2/(q^2p^2)$. Summed over the long ripples of a two-dimensional sheet, with $p\approx Q$, it becomes
\begin{equation}
\frac{T^2}{Q^2}\int\frac{q\,dq}{q^2}=\frac{T^2}{Q^2}\int\frac{dq}{q}.
\end{equation}
The factor $T^2$ and an infrared logarithm are both visible here.

The same example contains a warning. The atoms can also move within the sheet. With an in-plane displacement $u_x(x)$ the strain is $u_x'+\tfrac12h'^2$, and $u_x$ can be chosen to cancel every nonuniform part of $\tfrac12h'^2$. A sheet of paper bends along one direction without stretching. If the in-plane lattice is free to follow, parallel ripples produce no strain at $Q$ at all.

Two models must therefore be kept apart. In the \emph{decoupled} model, which is the strictly harmonic one, in-plane and flexural motion are independent and the strain is the full $\tfrac12\partial_ih\,\partial_jh$. In the \emph{relaxed} model the in-plane lattice follows the ripples. Both give a resistivity proportional to $T^2/n$ at leading order. The first has a logarithm and needs a cutoff; the second has neither.

\subsection*{2. Elastic energy and equipartition}

The sheet is flat on average, isotropic and without tension:
\begin{align}
E&=\tfrac12\int d^2r\,[\kappa(\nabla^2h)^2+\lambda u_{ii}^2+2\mu u_{ij}u_{ij}],\\
u_{ij}&=\tfrac12(\partial_iu_j+\partial_ju_i)+\tfrac12\partial_ih\,\partial_jh .
\end{align}
Here $\kappa$ is the bending rigidity, $\lambda$ and $\mu$ are the Lam\'e constants, and repeated indices are summed. SI units are used. With mass density $\rho_m$ the flexural frequency is $\omega_q=\alpha q^2$, $\alpha=\sqrt{\kappa/\rho_m}$.

On an area $A$ write every field as $h(\mathbf r)=A^{-1/2}\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. The bending energy of the pair $\pm\mathbf q$ is $\kappa q^4|h_{\mathbf q}|^2$. This pair has two real degrees of freedom, each with mean energy $\tfrac12k_BT$. Hence
\begin{equation}
\langle|h_{\mathbf q}|^2\rangle=G(q)=\frac{k_BT}{\kappa q^4}.
\label{G}
\end{equation}
Equipartition requires $\hbar\omega_q\ll k_BT$ for the ripples that matter. These have $q$ of order $Q$ or smaller, and $Q\le2k_F$ for electrons on a Fermi circle of radius $k_F$. The high-temperature condition is thus $k_BT\gg\hbar\alpha(2k_F)^2$.

\subsection*{3. The correlation function of the strain}

For a constant symmetric matrix $X$ let $u_X=\tfrac12X_{ij}\partial_ih\,\partial_jh$. Each derivative brings a factor $i$ and a wavevector, so with $\mathbf p=\mathbf Q-\mathbf q$
\begin{equation}
u_X(\mathbf Q)=-\frac{1}{2\sqrt A}\sum_{\mathbf q}(\mathbf q\cdot X\cdot\mathbf p)\,h_{\mathbf q}h_{\mathbf p}.
\end{equation}
The mean square contains $\langle h_{\mathbf q}h_{\mathbf p}h^*_{\mathbf q'}h^*_{\mathbf p'}\rangle$. In the harmonic ensemble $h$ is Gaussian, and this average is a sum over pairings. Pairing $\mathbf q$ with $\mathbf p$ requires $\mathbf Q=0$, which is excluded. The pairings $\mathbf q'=\mathbf q$ and $\mathbf q'=\mathbf p$ remain and are equal because $X$ is symmetric. The prefactor is $2\times\tfrac14=\tfrac12$:
\begin{equation}
S_X(Q)=\langle|u_X(\mathbf Q)|^2\rangle=\frac12\int\frac{d^2q}{(2\pi)^2}(\mathbf q\cdot X\cdot\mathbf p)^2G(q)G(p).
\label{SX}
\end{equation}

Let L denote the direction of $\mathbf Q$ and T the direction across it. Then $p_L=Q-q_L$ and $p_T=-q_T$. The three strain components and their factors $\mathbf q\cdot X\cdot\mathbf p$ are
\begin{align}
u_{LL}+u_{TT}&:\quad t=q_Lp_L-q_T^2,\\
D=u_{LL}-u_{TT}&:\quad d=q_Lp_L+q_T^2,\\
M=2u_{LT}&:\quad m=q_T(p_L-q_L).
\end{align}
Measuring $q$ and $p$ in units of $Q$ and inserting \eqref{G} gives
\begin{equation}
S_X=\Big(\frac{k_BT}{\kappa}\Big)^2\frac{I_X}{8\pi^2Q^2},\qquad I_X=\int d^2q\,\frac{(\mathbf q\cdot X\cdot\mathbf p)^2}{q^4p^4}.
\label{IX}
\end{equation}

\subsection*{4. The logarithms and their constants}

Exclude the ripples with $q<q_c$ or $p<q_c$, and set $\epsilon=q_c/Q\ll1$, $\ell=\ln(1/\epsilon)$. Let $z=q_L+iq_T$, so that $q=|z|$ and $p=|1-z|$, and change variable to
\begin{equation}
w=\frac{z}{1-z}=re^{i\varphi},\qquad d^2z=p^4\,d^2w .
\end{equation}
The Jacobian follows from $dw/dz=(1-z)^{-2}$. Multiplying numerator and denominator of $w$ by $1-\bar z$ gives
\begin{equation}
r=\frac qp,\quad r\cos\varphi=\frac t{p^2},\quad r\sin\varphi=\frac{q_T}{p^2},\quad p^{-2}=|1+w|^2=1+2r\cos\varphi+r^2 .
\end{equation}
The two excluded discs become $r<\epsilon$ and $r>1/\epsilon$, up to corrections that vanish with $\epsilon$. Four integrals are needed. The first two are
\begin{align}
J_0&=\int\frac{d^2q}{q^2p^2}=\int\frac{d^2w}{r^2}=4\pi\ell,\\
J_1&=\int d^2q\,\frac{q_T^2}{q^4p^4}=\int d^2w\,\frac{\sin^2\varphi}{r^2}=2\pi\ell .
\end{align}
The third is
\begin{equation}
J_2=\int d^2q\,\frac{t\,q_T^2}{q^4p^4}=\int_0^\infty dr\int_0^{2\pi}d\varphi\,\frac{\cos\varphi\sin^2\varphi}{1+2r\cos\varphi+r^2}.
\end{equation}
For $r<1$ use $\cos\varphi\sin^2\varphi=\tfrac14(\cos\varphi-\cos3\varphi)$ and the series
\begin{equation}
\frac{1-r^2}{1+2r\cos\varphi+r^2}=1+2\sum_{k\ge1}(-r)^k\cos k\varphi .
\end{equation}
The angular integral is $\tfrac14\cdot2\pi(-r+r^3)/(1-r^2)=-\pi r/2$, and integration over $0<r<1$ gives $-\pi/4$. The substitution $r\to1/r$ maps the outer region onto the inner one with the same integrand. Thus $J_2=-\pi/2$.

The fourth integral has no infrared divergence:
\begin{equation}
J_3=\int d^2q\,\frac{q_T^4}{q^4p^4}=\int_0^\infty r\,dr\int_0^{2\pi}d\varphi\,\frac{\sin^4\varphi}{(1+2r\cos\varphi+r^2)^2}.
\end{equation}
Since $\partial_\varphi(1+2r\cos\varphi+r^2)^{-1}=2r\sin\varphi\,(1+2r\cos\varphi+r^2)^{-2}$, integration by parts turns the angular integral into
\begin{equation}
-\frac{3}{2r}\int_0^{2\pi}d\varphi\,\frac{\sin^2\varphi\cos\varphi}{1+2r\cos\varphi+r^2}=-\frac3{2r}\Big(-\frac{\pi r}2\Big)=\frac{3\pi}4\qquad(r<1).
\end{equation}
The outer region again equals the inner one, so $J_3=2\cdot\tfrac12\cdot\tfrac{3\pi}4=\tfrac{3\pi}4$.

In units of $Q$ the cross product of $\mathbf q$ and $\mathbf p$ has magnitude $|q_T|$, hence $t^2=q^2p^2-q_T^2$. Also $d=t+2q_T^2$ and $d^2+m^2=q^2p^2$. Therefore
\begin{align}
I_t&=J_0-J_1=2\pi\ell,\\
I_d&=I_t+4J_2+4J_3=2\pi(\ell+\tfrac12),\\
I_m&=J_0-I_d=2\pi(\ell-\tfrac12),\\
I_{td}&=I_t+2J_2=2\pi(\ell-\tfrac12).
\end{align}
The last line is the correlation of the trace with $D$. Correlations with $M$ vanish because $m$ is odd in $q_T$. In every case
\begin{equation}
S=\Big(\frac{k_BT}\kappa\Big)^2\frac{1}{4\pi Q^2}\Big[\ln\frac Q{q_c}+c\Big],\quad c_t=0,\ c_D=\tfrac12,\ c_M=c_{tD}=-\tfrac12 .
\label{logs}
\end{equation}
Direct quadrature of \eqref{IX} at $\epsilon=10^{-4}$ gives these four constants to four decimals. The contraction \eqref{SX} was tested on 12\,000 random Gaussian sheets: at one wavevector the sampled trace correlation was $1.002$ times the predicted one.

\subsection*{5. The relaxed strain has no logarithm}

Now let the in-plane lattice follow a given $h$. The energy is quadratic in the in-plane displacement. Writing this as its equilibrium value plus a deviation leaves no cross term, so the classical weight factorises. The deviations are ordinary in-plane phonons and scatter separately. The equilibrium part is fixed by the balance of forces, $Q_i\sigma_{ij}=0$, with $\sigma_{ij}=\lambda\delta_{ij}u_{kk}+2\mu u_{ij}$:
\begin{align}
\sigma_{LT}=0&\ \Rightarrow\ u_{LT}=0,\\
\sigma_{LL}=0&\ \Rightarrow\ u_{LL}=-\nu u_{TT},\qquad\nu=\frac{\lambda}{\lambda+2\mu}.
\end{align}
A displacement that varies along L cannot alter $u_{TT}$, which keeps its value $\tfrac12(\partial_Th)^2$ at wavevector $\mathbf Q$. Its factor is $q_Tp_T=-q_T^2$, and with $J_3$
\begin{equation}
S_{TT}=\Big(\frac{k_BT}\kappa\Big)^2\frac{1}{4\pi Q^2}\cdot\frac38 .
\label{STT}
\end{equation}
A long ripple now enters as $q_T^4/q^4$, which stays finite as $q\to0$. This is the cancellation of Section 1 extended to all directions.

The relaxation carries no small parameter: the ratio of $u_{LL}$ to $u_{TT}$ depends on elastic constants alone. If all modes are classical, the equal-time strain does not depend on how fast the lattice responds, because the weight factorises for any masses. If the in-plane modes are not classical, as at low temperature, the result requires that the lattice respond faster than the ripples move. The ratio of the frequency scale $\alpha Q^2$ to the transverse sound frequency $c_TQ$ is $\alpha Q/c_T$, with $c_T=\sqrt{\mu/\rho_m}$.

\subsection*{6. What can cut the logarithm}

In a strictly harmonic sheet of length $L$ the smallest wavenumber is of order $2\pi/L$. A tension $\sigma$ adds $\tfrac12\sigma(\nabla h)^2$ to the energy density and changes $G$ to $k_BT/[\kappa q^2(q^2+q_s^2)]$, with $q_s=\sqrt{\sigma/\kappa}$. Near $q=0$ the radial integral becomes $\int q\,dq/(q^2+q_s^2)$, whose value up to $Q\gg q_s$ is $\ln(Q/q_s)$. Tension thus acts as a cutoff $q_c=q_s$ with unchanged constants.

A tension-free crystal has a third scale. In the relaxed lattice $\sigma_{TT}=Yu_{TT}$ with $Y=4\mu(\lambda+\mu)/(\lambda+2\mu)$, so ripples cost a stretching energy $\tfrac12Y\sum_{\mathbf Q\ne0}|u_{TT}(\mathbf Q)|^2$. By \eqref{SX} its Gaussian average is
\begin{equation}
\langle E_4\rangle=\frac{Y}{4A}\sum_{\mathbf Q,\mathbf q}(\mathbf q\times\hat{\mathbf Q})^4\,G(q)\,G(|\mathbf Q-\mathbf q|).
\end{equation}
In the mean-field (Gaussian) approximation the added stiffness of mode $\mathbf k$ follows from $\tfrac12\delta\kappa\,k^4=\partial\langle E_4\rangle/\partial G(k)$. Each $G$ occurs twice, hence
\begin{equation}
\delta\kappa\,k^4=Y\int\frac{d^2Q}{(2\pi)^2}(\mathbf k\times\hat{\mathbf Q})^4G(|\mathbf Q-\mathbf k|)=\frac{Yk_BT}{\kappa}\,\frac{k^2}{4\pi^2}J_3 .
\end{equation}
The integral is $J_3$ with $\mathbf Q/k$ in the role of $\mathbf q$. Therefore
\begin{equation}
\frac{\delta\kappa}{\kappa}=\frac{q_*^2}{k^2},\qquad q_*=\Big(\frac{3Yk_BT}{16\pi\kappa^2}\Big)^{1/2}.
\label{qstar}
\end{equation}
Below $q_*$ the harmonic $G$ fails. Inserted into $\kappa q^4$, the correction has the form of a tension with $q_s=q_*$. This form extrapolates a first-order result, so it fixes the scale of the cutoff but not the constant beside the logarithm. In the decoupled model proper, which is harmonic, $q_c$ is the larger of $2\pi/L$ and $q_s$. If its strain is used for a crystal with anharmonic ripples, $q_c$ is the largest of $2\pi/L$, $q_s$ and $q_*$.

\section*{Part II. Electrons and resistivity}

\subsection*{7. What is carried over}

The sheet has bending rigidity $\kappa$, Lam\'e constants $\lambda,\mu$, two-dimensional Young modulus $Y$ and ratio $\nu=\lambda/(\lambda+2\mu)$. The momentum transfer $\mathbf Q$ defines the directions L (along) and T (across), with $D=u_{LL}-u_{TT}$ and $M=2u_{LT}$. All strain correlations have the form $(k_BT/\kappa)^2/(4\pi Q^2)$ times a number. In the decoupled model the number is $\ln(Q/q_c)+c$, with $c=0$ for the trace, $\tfrac12$ for $D$, and $-\tfrac12$ both for $M$ and for the trace--$D$ correlation. In the relaxed model it is $\tfrac38$ for $u_{TT}$, while $u_{LL}=-\nu u_{TT}$ and $M=0$. The anharmonic wavenumber $q_*$ is given by \eqref{qstar}, and $\alpha=\sqrt{\kappa/\rho_m}$.

\subsection*{8. Matrix elements on the Fermi circle}

In one valley take $H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k+V$ with
\begin{equation}
V=\frac{g_s}{\varepsilon}(u_{xx}+u_{yy})+g_A\,\boldsymbol\sigma\cdot\mathbf a,\qquad\mathbf a=(u_{xx}-u_{yy},\,-2u_{xy}).
\end{equation}
Here $g_s$ is the unscreened scalar coupling and $g_A$ the gauge coupling. The gauge term has opposite sign in the other valley. Scattering between valleys is left out, and $V$ is treated to second order.

Let the electron turn by $\theta$, from angle $\phi_0-\theta/2$ to $\phi_0+\theta/2$. With spinors $(1,e^{i\phi})/\sqrt2$,
\begin{align}
\langle\mathbf k'|1|\mathbf k\rangle&=\tfrac12(1+e^{-i\theta})=e^{-i\theta/2}\cos\tfrac\theta2,\\
\langle\mathbf k'|\boldsymbol\sigma\cdot\mathbf a|\mathbf k\rangle
&=\tfrac12[(a_x-ia_y)e^{i(\phi_0-\theta/2)}+(a_x+ia_y)e^{-i(\phi_0+\theta/2)}]\notag\\
&=e^{-i\theta/2}(a_x\cos\phi_0+a_y\sin\phi_0).
\end{align}
The transfer $\mathbf Q=\mathbf k'-\mathbf k$ has length $2k_F\sin(\theta/2)$ and direction $\phi_Q=\phi_0+\pi/2$. The gauge term therefore acts through its component perpendicular to $\mathbf Q$. It has no factor $\cos(\theta/2)$ and can scatter an electron backwards.

Rotation to the L, T axes gives
\begin{align}
u_{xx}-u_{yy}&=D\cos2\phi_Q-M\sin2\phi_Q,\\
2u_{xy}&=D\sin2\phi_Q+M\cos2\phi_Q .
\end{align}
With $\cos\phi_0=\sin\phi_Q$ and $\sin\phi_0=-\cos\phi_Q$ the gauge element, apart from the common phase, is
\begin{equation}
D\sin3\phi_Q+M\cos3\phi_Q=-D\cos3\phi_0+M\sin3\phi_0 .
\label{gauge}
\end{equation}

The scalar potential moves charge and is screened. The density of states is $N=2k_F/(\pi\hbar v)$, counting spin and valley. In the random-phase approximation the static polarisation of degenerate Dirac electrons equals $N$ for all $Q\le2k_F$. For a sheet in vacuum,
\begin{equation}
\varepsilon=1+\frac{e^2N}{2\epsilon_0Q}=1+\frac{2\alpha_g}{\sin(\theta/2)},\qquad\alpha_g=\frac{e^2}{4\pi\epsilon_0\hbar v}.
\end{equation}
It depends on angle alone, so screening does not alter the power of $n$. The gauge term is not screened at this order. Within one valley the operation $\psi\to i\sigma_y\psi^*$ leaves $\hbar v\,\boldsymbol\sigma\cdot\mathbf k$ and the density unchanged but reverses $\boldsymbol\sigma\cdot\mathbf a$. The density is therefore even in a static $\mathbf a$ and has no linear term.

We now have the strain correlations of thermal ripples, with an infrared logarithm in the decoupled model and none in the relaxed one, and the matrix elements through which these strains scatter electrons. What remains is to obtain the resistivity in both models, work through an example, and examine the range of validity.
